# Chelate effect of ethylenediamine: bonding enthalpy, translational entropy and standard state

**The competition in the bath**

A copper(II) plating or polishing bath may hold both ammonia and ethylenediamine (en). Each en brings two amine nitrogens, as do two ammonia molecules, and the copper–nitrogen bonds are similar. Yet copper prefers en and, when both ligands are in excess, the preference grows as the bath is diluted into rinse water. The exchange to be explained is

$$\mathrm{M(NH_3)_2+en\rightleftharpoons M(en)+2\,NH_3},\qquad K_x=\frac{K_{\rm en}}{\beta_2},$$

where $K_{\rm en}$ and $\beta_2$ are the formation constants of M(en) and M(NH$_3$)$_2$. Both complexes use two neighbouring sites of the same ion, and water fills the others. For ideal dilute solutes,

$$\frac{[\mathrm{M(en)}]}{[\mathrm{M(NH_3)_2}]}=K_x\frac{[\mathrm{en}]}{[\mathrm{NH_3}]^2}.$$

All bracketed ligand concentrations are those of free, unprotonated ligand. With $[\mathrm{en}]=x$ and $[\mathrm{NH_3}]=2x$, the ratio is $K_x/(4x)$: tenfold dilution at fixed composition raises it tenfold.

Counting shows why. Put the ligands on a lattice of $n$ cells with six neighbours per cell. If en holds the metal, two identical ammonias are free, with about $n^2/2$ placements. If the ammonias hold it, en is free as a pair of adjacent cells, with $6n/2$ placements. The ratio is $n/6$, with no bonding preference at all. Enumeration on 1000 cells gives 166.44 against 166.67; the small difference arises because free ligands cannot share cells or occupy the metal's sites.

**Why a standard state is needed**

$K_x$ is a concentration, so its logarithm needs a reference $c^\circ$, taken the same for every solute:

$$\Delta G^\circ=-RT\ln(K_x/c^\circ).$$

The products contain one more particle than the reactants, which puts $-R\ln c^\circ$ into the reaction entropy. The translational part of a solute's standard chemical potential is $RT\ln(N_Ac^\circ\Lambda^3)$, with thermal wavelength $\Lambda=h/\sqrt{2\pi mk_BT}$. Since $\Lambda^3\propto T^{-3/2}$, minus the temperature derivative at fixed $c^\circ$ is

$$S_{\rm tr}=R\left[\tfrac32-\ln(N_Ac^\circ\Lambda^3)\right].$$

At 298.15 K and 1 mol/L this is 109.2 J/(mol K) for ammonia and 124.9 J/(mol K) for en. Each value is smaller by $R$ than the Sackur–Tetrode entropy of a gas at that concentration (117.5 and 133.2), because the derivative is taken at fixed concentration, not fixed gas pressure. The free ligands gain $2(109.2)-124.9=93.5$ J/(mol K). The mass difference between the two complexes, each taken with four waters, brings the total to 95.3.

That is not the reaction entropy. On binding, en also loses overall rotation and torsional freedom, while each released ammonia gives up its vibrations against the metal. These changes must be counted together with translation.

Classical statistical mechanics does so economically. The momentum integral of each atom gives a factor $\Lambda_i^{-3}$ whether or not the atom is bonded. The reaction conserves atoms, so these factors cancel in $K_x$. A diatomic shows how: translation contributes $(m_1+m_2)^{3/2}$, rotation $\mu$ and vibration $\mu^{1/2}$, where $\mu=m_1m_2/(m_1+m_2)$. Their product is $(m_1m_2)^{3/2}$, the product for two separate atoms. What remains is the volume in which the atoms may move.

**The effective concentration of the second amine**

Let two sites, a distance $a$ apart, hold nitrogen in equal harmonic wells of stiffness $k$. One well has the configuration integral

$$Z_1=\int e^{-k|\mathbf x|^2/(2k_BT)}d^3x=(2\pi\sigma^2)^{3/2},\qquad \sigma^2=\frac{k_BT}{k}.$$

Let $E_A$ and $E_{\rm en}$ be the molar bonding energies of the two ammonias and of en, including loss of solvation, and taken independent of temperature. Two identical ammonias carry a factor $1/2!$, cancelled by their two assignments to the sites:

$$\beta_2=N_A^2Z_1^2e^{-E_A/RT}.$$

For en, let $p(\mathbf r)$ be the probability density of its N–N vector when free. Either end can take either site, which gives a factor 2:

$$K_{\rm en}=2N_Ae^{-E_{\rm en}/RT}\!\iint e^{-k(|\mathbf x_1|^2+|\mathbf x_2|^2)/(2k_BT)}\,p(\mathbf a+\mathbf x_2-\mathbf x_1)\,d^3x_1d^3x_2.$$

Dividing by $\beta_2$ turns each well factor into a normalized Gaussian. The difference $\mathbf x_2-\mathbf x_1$ is then Gaussian with variance $s^2=2\sigma^2$ per axis. With $\Delta\varepsilon=E_{\rm en}-E_A$,

$$K_x=C_{\rm eff}e^{-\Delta\varepsilon/RT},\qquad C_{\rm eff}=\frac{2}{N_A}\int p(\mathbf r)\frac{e^{-|\mathbf r-\mathbf a|^2/(2s^2)}}{(2\pi s^2)^{3/2}}d^3r.$$

If $\Delta\varepsilon=0$ and free en and free ammonia have equal concentrations, the two complexes are equally abundant when that concentration is $C_{\rm eff}$. This effective concentration is twice the local concentration of the tethered amine at the second site, because en can attach first by either end.

Free en has no preferred direction, so the Gaussian can be averaged over the angle between $\mathbf r$ and $\mathbf a$. With $\nu$ the cosine of that angle,

$$\frac12\int_{-1}^{1}e^{ra\nu/s^2}d\nu=\frac{s^2}{2ra}\left(e^{ra/s^2}-e^{-ra/s^2}\right).$$

The second exponential is negligible for $ra\gg s^2$. Multiplying the first by $e^{-(r^2+a^2)/(2s^2)}/(2\pi s^2)^{3/2}$ leaves

$$C_{\rm eff}=\frac{2}{N_A}\left\langle\frac{e^{-(r-a)^2/(2s^2)}}{4\pi ra\sqrt{2\pi}\,s}\right\rangle_{\rm free\ en}.$$

**How large it is for copper**

Rough values suited to copper(II) are Cu–N 2.05 Å and N–Cu–N 90°, hence $a=2.899$ Å, with $k=60$ N/m. The en skeleton has C–C bond $b=1.53$ Å, C–N bond $l=1.47$ Å and N–C–C angle 110°. These are held rigid, as the limit of stiff bonds equally stiff in free and bound en. With $\alpha=70^\circ$ and torsion angle $\phi$,

$$r^2=(b+2l\cos\alpha)^2+2l^2\sin^2\alpha\,(1-\cos\phi).$$

The first term is the square of the separation along C–C, the second the square of that across it. Differentiation gives $dr/d\phi=l^2\sin^2\alpha\sin\phi/r$.

The torsional energy is $V=\tfrac12V_3(1+\cos3\phi)$ with $V_3=12$ kJ/mol. Its three minima have equal weight. The two gauche minima, at $\pm60^\circ$, put the nitrogens 2.887 Å apart, close to the site gap; the anti minimum puts them too far apart to contribute appreciably. Near a gauche minimum $V\simeq\tfrac94V_3\,\delta\phi^2$, so the angular variance is $RT/(9V_3/2)$, or 12.3° rms. Multiplying by $dr/d\phi=0.572$ Å/rad gives a distance spread $\sigma_r$ of 0.12 Å. Site motion adds $s=\sqrt2(0.0828)=0.117$ Å, and the combined width is $w=\sqrt{s^2+\sigma_r^2}=0.1696$ Å.

Replacing $r$ by $a$ in the slowly varying denominator gives

$$C_{\rm eff}\simeq\frac{2}{N_A}\,\frac23\,\frac{e^{-(a-r_g)^2/(2w^2)}}{4\pi a^2\sqrt{2\pi}\,w},$$

where $r_g$ is the gauche distance. Since one particle per Å$^3$ is 1660.5 mol/L, and the exponential is nearly 1,

$$C_{\rm eff}\simeq\frac{2(1660.5)(2/3)}{4\pi(2.899)^2(2.507)(0.1696)}\simeq49\ \mathrm{mol/L}.$$

The full torsional integral gives 46.95 mol/L, and random sampling of the three-dimensional configuration integral gives 46.94 mol/L with a relative standard error of 0.54%. A particle at 1 mol/L has 1660.5 Å$^3$ to itself; at $C_{\rm eff}$ it has 35.4 Å$^3$.

**Separating enthalpy from entropy**

From $\Delta H^\circ=RT^2\,d\ln K_x/dT$ and $\Delta S^\circ=-d\Delta G^\circ/dT$, at fixed $c^\circ$ and neglecting thermal expansion,

$$\Delta H^\circ=\Delta\varepsilon+RT^2\frac{d\ln C_{\rm eff}}{dT},$$

$$\Delta S^\circ=R\ln\frac{C_{\rm eff}}{c^\circ}+RT\frac{d\ln C_{\rm eff}}{dT}.$$

In the second line the two terms in $\Delta\varepsilon/T$, one from $\ln K_x$ and one from its derivative, have cancelled.

The derivative is a conformational enthalpy. In the closed estimate both variances grow as $T$, so with good bite match $C_{\rm eff}\propto T^{-1/2}$ and this enthalpy is $-RT/2=-1.2$ kJ/mol. Equipartition gives the same result: bound en has six quadratic coordinates ($3RT$), free en has one torsion ($RT/2$), and the two ammonia wells hold $3RT$. The full integral gives $-1.39$ kJ/mol.

Take $\Delta\varepsilon=-8$ kJ/mol, a rough value for copper(II). At 298.15 K, $K_x=46.95\,e^{8/2.479}\simeq1180$ mol/L, and

| Common $c^\circ$ | $\Delta H^\circ$ (kJ/mol) | $-T\Delta S^\circ$ (kJ/mol) | $\Delta G^\circ$ (kJ/mol) |
|---|---:|---:|---:|
| 1 mol/L | −9.4 | −8.1 | −17.5 |
| 55.34 mol/L | −9.4 | +1.8 | −7.6 |

At 1 mol/L the entropy is $+27$ J/(mol K), against a gross translational gain of 95; the other motions take back 68. Here enthalpy and entropy share the preference about equally. At the molarity of water the entropy is $-6$ J/(mol K), and the apparent entropic advantage has gone. No population has changed, because $K_x$ in mol/L is the same. That $C_{\rm eff}$ lies near the molarity of water is a coincidence in this model, which contains no property of water that could fix it.

If $\Delta\varepsilon=0$, $K_x$ falls to 47 mol/L. At $x=0.1$ mol/L the ratio is still $47/0.4\simeq120$ in favour of en. This part of the effect needs no stronger bonds, but it does need a ligand that fits and a dilute solution. It would vanish at $x=C_{\rm eff}/4\simeq12$ mol/L, where the ideal dilute law can no longer be trusted.

**What the model leaves out**

For copper(II) the measured preference is roughly three powers of ten in mol/L, and the model gives $10^{3.07}$. A measured $\beta_2$ also includes ammonias on opposite sites. With four equivalent sites in a square and equal energies, four of the six pairs are neighbours, which lowers the model's value to $10^{2.90}$. The parameters are consistent with the measurement, but this one number does not test them separately, and it is not a prediction, since $\Delta\varepsilon$ was supplied. Calorimetry measures $\Delta H^\circ$, which already contains the conformational term; if $-8$ kJ/mol is read as $\Delta H^\circ$, then $\Delta\varepsilon=-6.6$ kJ/mol and the two values fall to $10^{2.83}$ and $10^{2.65}$.

- **Lone-pair direction.** Each nitrogen must point its lone pair at the metal. A rough estimate, with the nitrogens fixed at the site centres and a bending stiffness of 100 kJ/(mol rad$^2$), multiplies $K_x$ by 2.3, or $-2.0$ kJ/mol. The factor depends strongly on the stiffness: it is 1.3 at 200 and 0.65 at 300 kJ/(mol rad$^2$). With the nitrogens moving in their wells it is about 2.0, 1.5 and 1.1 at the three stiffnesses. Its size is therefore uncertain by a factor of two or more.
- **Solvation.** If $\Delta\varepsilon$ is really a free energy with a temperature slope of 10 J/(mol K), an assumed trial size, $\Delta S^\circ$ shifts by 10 J/(mol K) and $\Delta H^\circ$ by 3 kJ/mol, while $K_x$ at 298.15 K stays put. The split is therefore less secure than the constant.
- **Angle bending.** The N–C–C angles were held rigid. Letting them bend, with a rough stiffness of 400 to 670 kJ/(mol rad$^2$), widens the spread of N–N distances and lowers $C_{\rm eff}$ by 10 to 20%.
- **Bite.** With all else fixed, a site gap 0.1 Å shorter or longer gives $C_{\rm eff}=44$ or 36 mol/L. Any strain in the bonds would enter through $\Delta\varepsilon$.
- **Site stiffness.** The wells were taken isotropic. Setting $k=30$ or 120 N/m gives $C_{\rm eff}=39$ or 53 mol/L. Wells softer across the Cu–N bond than along it (10 to 20 N/m across, 60 to 140 N/m along) give 32 to 41 mol/L.
- **Torsional profile.** $V_3=8$ or 16 kJ/mol gives 40 or 51 mol/L. The equal weight of the three minima belongs to the chosen potential; gauche 4 kJ/mol below anti gives 64 mol/L, and 2 kJ/mol above gives 33 mol/L. $C_{\rm eff}$ is a few tens of mol/L, not a four-digit property of copper and en.
- **Quantum vibration.** One unmatched 400 cm$^{-1}$ mode is worth about 0.4 kJ/mol.

The assumption a real bath breaks most severely is that copper takes just two nitrogens. With rough further binding constants, M(NH$_3$)$_4$ exceeds M(NH$_3$)$_2$ by $4\times10^3$ at 0.2 mol/L free ammonia, and M(en)$_2$ exceeds M(en) by $10^8$ at 0.1 mol/L free en. The one-ring ratio there is $2.96\times10^3$, so

$$\frac{[\mathrm{M(en)_2}]}{[\mathrm{M(NH_3)_4}]}\simeq\frac{(2.96\times10^3)(10^8)}{4\times10^3}\simeq7\times10^7.$$

The one-ring constant explains the preference but must not be used alone to compute bath composition.

**Consequences for bath control**

Compare ligands through concentrations, not through an entropy quoted without its standard state. For formulation, use all the stepwise constants at the bath temperature and the free amine at the bath pH. At pH 10, with rough acid constants, 86% of uncoordinated ammonia and 50% of uncoordinated en are unprotonated. In terms of total uncoordinated amine, the exchange constant becomes $1180(0.500)/(0.863)^2\simeq790$ mol/L.

Heating to 333.15 K, with $\Delta\varepsilon$ held fixed, also lowers $K_x$ to about 790 mol/L; the agreement with the pH 10 value is accidental. Neither change removes the preference. While both ligands remain in excess, dilution strengthens it: going from $x=0.1$ to 0.001 mol/L of free en, with free ammonia kept at $2x$, raises the one-ring ratio from $3\times10^3$ to $3\times10^5$. In unbuffered water the pH falls and en is protonated first, so the same dilution of the total amines, with copper in trace amount, gives a little less, $2.9\times10^3$ to $2.5\times10^5$. If en is too scarce to bind all the copper, its supply limits the ratio instead, and moderate dilution changes the division of copper between the ligands much less. Rinse water should therefore not be assumed to release copper from en as readily as from ammonia. The numerical output below gives the remaining inputs and intermediate values.

## Values computed for the example and the checks

```
Inputs: Cu-N 2.05 A, site gap 2.899 A
Bonds C-C 1.53 A, C-N 1.47 A, N-C-C 110 deg
Site stiffness 60 N/m, barrier 12 kJ/mol
Bonding energy difference -8.0 kJ/mol
Temperatures 298.15 K and 333.15 K
Lattice 216 cells: counted 35.78, law 36.00
Lattice 1000 cells: counted 166.44, law 166.67
Mass cancellation, ratio of partition functions 0.99962
S_tr of NH3 at 1 mol/L 109.2 J/(mol K)
S_tr of en at 1 mol/L 124.9 J/(mol K)
Gross translational gain at 1 mol/L 95.3 J/(mol K)
Site rms displacement per axis 0.0828 A
Gauche N-N distance 2.887 A
Torsion rms 12.3 deg
dr/dphi at gauche 0.572 A/rad
Combined rms of N-N mismatch 0.1696 A
C_eff from torsional integral 46.95 mol/L
C_eff from sampling 46.94 mol/L
Sampling relative standard error 0.54 %
C_eff from closed estimate 49.20 mol/L
Volume per particle at 1 mol/L 1660.5 A^3
Volume per particle at C_eff 35.4 A^3
Conformational enthalpy -1.392 kJ/mol
Conformational enthalpy, sampled -1.384 kJ/mol
K_x at 298.15 K 1183.5 mol/L, log10 3.07
K_x without bonding difference 46.95 mol/L
Reaction enthalpy -9.39 kJ/mol
At 1 mol/L: dS 27.33 J/(mol K)
At 1 mol/L: -T dS -8.15 kJ/mol, dG -17.54 kJ/mol
Entropy not translational -67.9 J/(mol K)
Molarity of water 55.34 mol/L
At water molarity: dS -6.04 J/(mol K)
At water molarity: -T dS 1.80 kJ/mol
At water molarity: dG -7.59 kJ/mol
en 0.1, NH3 0.2 mol/L: M(en)/M(NH3)2 = 2.96e+03
en 0.001, NH3 0.002 mol/L: M(en)/M(NH3)2 = 2.96e+05
C_eff at 333.15 K 44.10 mol/L
K_x at 333.15 K 792.0 mol/L
Neglected effects (rough sizes):
Lone-pair bend stiffness 100 kJ/(mol rad^2)
Lone-pair factor on K_x 2.28
Lone-pair dG -2.04 kJ/mol
One unmatched 400 cm^-1 mode 0.37 kJ/mol
pH 10.0; pKa NH4+ 9.2, en 10.0 and 7.0
Unprotonated fractions: NH3 0.863, en 0.500
Conditional K_x at this pH 793.8 mol/L
Assumed K3*K4 of NH3 1e+05 (L/mol)^2
Assumed K2 of en 1e+09 L/mol
M(NH3)4/M(NH3)2 at 0.2 mol/L free NH3 4e+03
M(en)2/M(en) at 0.1 mol/L free en 1e+08
C_eff, gap 0.1 A shorter 44.30 mol/L
C_eff, gap 0.1 A longer 36.04 mol/L
Solvation slope 10 J/(mol K) moves dH by 2.98 kJ/mol
```
